# Equal rms roughness does not mean equal surface texture: a program that tests the result

```python
"""Equal rms roughness does not fix surface texture.

Result under test: for h(x) = A sin(k x), k = 2 pi / wavelength,
the rms roughness is w = A/sqrt(2) and the rms slope is s = k w.
At fixed w the slope can take any positive value in the continuum model.
Consequences for area, shadowing and measurement are tested as well.
Lengths are in nm; flux angles are measured from the mean surface normal.
Surfaces: A is long-wave, B is short-wave; both have the same w.
"""
import numpy as np
from scipy import constants, optimize

roughness = 1.0
wavelengths = {"A": 200.0, "B": 20.0}
amplitude = np.sqrt(2.0) * roughness
pixel = 2.0
tip_radius = 10.0
pt_lattice_rough = 0.39
layer = pt_lattice_rough / np.sqrt(3.0)   # fcc (111) layer spacing
flux_angle = 75.0


def height(x, wavelength):
    return amplitude * np.sin(2.0 * np.pi * x / wavelength)


def rms(values):
    return np.sqrt(np.mean((values - np.mean(values)) ** 2))


def period_grid(wavelength, n=4000):
    return np.arange(n) * wavelength / n


def slopes(wavelength):
    """Slope from central differences, not from the analytic derivative."""
    x = period_grid(wavelength)
    step = 1e-5 * wavelength
    return (height(x + step, wavelength)
            - height(x - step, wavelength)) / (2.0 * step)


def traced_shadow(wavelength, angle, n=1500):
    """Shadowed fraction and depth from explicit blocking of each ray."""
    cot = 1.0 / np.tan(np.radians(angle))
    x = period_grid(wavelength, n)
    back = np.arange(1, n + 1) * wavelength / n
    blocking = (height(x[:, None] - back[None, :], wavelength)
                - height(x, wavelength)[:, None] - back[None, :] * cot)
    depth = blocking.max(axis=1)
    return np.mean(depth > 1e-9), max(depth.max(), 0.0)


def tangent_shadow(wavelength, angle):
    """The same quantities from the grazing-ray construction."""
    k = 2.0 * np.pi / wavelength
    cot = 1.0 / np.tan(np.radians(angle))
    if k * amplitude <= cot:
        return 0.0, 0.0
    start = np.arccos(-cot / (k * amplitude))

    def gap(phase):
        return (amplitude * (np.sin(phase) - np.sin(start))
                + cot * (phase - start) / k)

    end = optimize.brentq(gap, 2 * np.pi - start, 2 * np.pi + start)
    depth = 2 * amplitude * np.sin(start) - 2 * cot * (np.pi - start) / k
    return (end - start) / (2 * np.pi), depth


def tip_image(wavelength, radius):
    """Apex height of a round tip resting on the surface."""
    x = period_grid(wavelength, 1000)
    u = np.linspace(-radius, radius, 2001)
    tip = radius - np.sqrt(np.maximum(radius ** 2 - u ** 2, 0.0))
    image = (height(x[:, None] + u[None, :], wavelength) - tip).max(axis=1)
    dx = wavelength / x.size
    image_slope = (np.roll(image, -1) - np.roll(image, 1)) / (2 * dx)
    return rms(image), rms(image_slope), image.min() + amplitude


def scan_roughness(wavelength, length):
    """Roughness in a finite scan for many starting positions."""
    n = 4000
    x = (np.arange(n) + 0.5) * length / n
    starts = np.arange(200) * wavelength / 200
    return np.array([rms(height(x + start, wavelength)) for start in starts])


def layered_surface(wavelength):
    """Roughness and pixel slope with heights rounded to atomic layers."""
    x = period_grid(wavelength)
    offset = ((np.arange(200) + 0.5) / 200)[:, None]

    def rounded(position):
        level = np.floor(height(position, wavelength) / layer + offset)
        return layer * (level - offset + 0.5)

    low, high = rounded(x), rounded(x + pixel)
    return (np.sqrt(np.mean(low ** 2)),
            np.sqrt(np.mean((high - low) ** 2)) / pixel)


# Any chosen slope is reached at the same roughness.
for target in (1e-3, 1e-1, 1.0, 1e3):
    trial = 2 * np.pi * roughness / target
    assert np.isclose(rms(height(period_grid(trial), trial)), roughness,
                      rtol=1e-10)
    assert np.isclose(rms(slopes(trial)), target, rtol=1e-7)

# Both surfaces have the same height distribution in a common window.
window = 1000.0
common_x = np.arange(20000) * window / 20000
kurtosis = {}
for name, lam in wavelengths.items():
    h = height(common_x, lam)
    kurtosis[name] = np.mean(h ** 4) / np.mean(h ** 2) ** 2
    assert np.isclose(rms(h), roughness, rtol=1e-10)
    assert abs(np.mean(h ** 3)) < 1e-10
    assert np.isclose(kurtosis[name], 1.5, rtol=1e-10)
    for level in np.linspace(-0.93, 0.93, 9) * amplitude:
        expected = 0.5 + np.arcsin(level / amplitude) / np.pi
        # At most two grid points per period can be miscounted.
        assert abs(np.mean(h < level) - expected) < 0.006

# Two harmonics match the roughness and slope of B but not its curvature.
harmonics = np.array([5, 13])
target_harmonic = 10
share_low = (13 ** 2 - target_harmonic ** 2) / (13 ** 2 - 5 ** 2)
shares = np.array([share_low, 1 - share_low])
mix_k = 2 * np.pi * harmonics / 200.0
mix_amplitudes = roughness * np.sqrt(2 * shares)


def mixed_height(x):
    return sum(a * np.sin(k * x + phase) for a, k, phase
               in zip(mix_amplitudes, mix_k, (0.3, 1.1)))


def curvature(function, x, step=0.01):
    return (function(x + step) - 2 * function(x)
            + function(x - step)) / step ** 2


mix_x = period_grid(200.0)
mix_slope = rms((mixed_height(mix_x + 1e-3)
                 - mixed_height(mix_x - 1e-3)) / 2e-3)
mix_curvature = rms(curvature(mixed_height, mix_x))
b_curvature = rms(curvature(lambda x: height(x, wavelengths["B"]), mix_x))
assert np.isclose(rms(mixed_height(mix_x)), roughness, rtol=1e-9)
assert np.isclose(mix_slope, np.sqrt(np.sum(mix_k ** 2 * mix_amplitudes ** 2)
                                     / 2), rtol=1e-5)
assert np.isclose(mix_slope, rms(slopes(wavelengths["B"])), rtol=1e-5)
assert mix_curvature > 1.1 * b_curvature

# Slope over a finite pixel, including waves shorter than the pixel.
for lam in (200.0, 20.0, 5.0, 1.3):
    x = period_grid(lam)
    measured = rms(height(x + pixel, lam) - height(x, lam)) / pixel
    formula = 2 * roughness * abs(np.sin(np.pi * pixel / lam)) / pixel
    assert np.isclose(measured, formula, rtol=1e-9)
    assert measured <= 2 * roughness / pixel + 1e-12

results = {}
for name, lam in wavelengths.items():
    k = 2 * np.pi / lam
    slope = slopes(lam)
    s = rms(slope)
    assert np.isclose(s, k * roughness, rtol=1e-7)
    area = np.mean(np.sqrt(1 + slope ** 2)) - 1
    # The omitted part of the square-root expansion bounds the error.
    assert abs(area - s ** 2 / 2) <= np.mean(slope ** 4) / 8 + 1e-12
    critical = np.degrees(np.arctan(1 / (k * amplitude)))
    assert traced_shadow(lam, critical - 0.5)[0] == 0
    assert traced_shadow(lam, critical + 0.5)[0] > 0
    shadows = {}
    for angle in (65.0, 75.0, 85.0):
        traced = traced_shadow(lam, angle)
        tangent = tangent_shadow(lam, angle)
        assert abs(traced[0] - tangent[0]) < 0.003   # ray-grid resolution
        assert abs(traced[1] - tangent[1]) < 0.001
        shadows[angle] = tangent
    valley_radius = 1 / (k ** 2 * amplitude)
    assert abs(tip_image(lam, 0.9 * valley_radius)[2]) < 1e-9
    assert tip_image(lam, 1.1 * valley_radius)[2] > 1e-4
    x = period_grid(lam)
    pixel_slope = rms(height(x + pixel, lam) - height(x, lam)) / pixel
    layered = layered_surface(lam)
    extra = layered[0] ** 2 - roughness ** 2
    assert np.isclose(extra, layer ** 2 / 12, rtol=0.01)
    results[name] = dict(s=s, peak=np.max(np.abs(slope)), area=area,
                         critical=critical, shadows=shadows,
                         valley=valley_radius, pixel=pixel_slope,
                         layered=layered, tip=tip_image(lam, tip_radius),
                         scan=scan_roughness(lam, 1050.0),
                         short=scan_roughness(lam, 50.0))

# On A every height change over one pixel is smaller than one layer.
k_a = 2 * np.pi / wavelengths["A"]
largest_change = 2 * amplitude * np.sin(k_a * pixel / 2)
assert largest_change < layer
step_slope = np.sqrt(layer * 2 * largest_change / np.pi) / pixel
assert np.isclose(results["A"]["layered"][1], step_slope, rtol=0.01)

# A scan of a quarter wave has a known largest roughness.
phase_length = k_a * 50.0
short_formula = roughness * np.sqrt(1 - np.sin(phase_length) / phase_length)
assert np.isclose(results["A"]["short"].max(), short_formula, rtol=1e-4)

# Turning the flux towards the ridges lengthens the wave along its path.
cot_flux = 1 / np.tan(np.radians(flux_angle))
k_b = 2 * np.pi / wavelengths["B"]
azimuth_limit = np.degrees(np.arccos(cot_flux / (k_b * amplitude)))
for shift, shadow_expected in ((-2.0, True), (2.0, False)):
    path_wave = wavelengths["B"] / np.cos(np.radians(azimuth_limit + shift))
    assert (traced_shadow(path_wave, flux_angle)[0] > 0) == shadow_expected

to_angstrom = constants.nano / constants.angstrom
print(f"rms roughness of both: {roughness:.3f} nm"
      f" = {roughness * to_angstrom:.2f} angstrom")
print(f"amplitude of both: {amplitude:.3f} nm")
print(f"peak-to-valley height of both: {2 * amplitude:.3f} nm")
print(f"slope ratio B/A: {results['B']['s'] / results['A']['s']:.3f} (no unit)")
for name, r in results.items():
    print(f"{name} wavelength: {wavelengths[name]:.1f} nm")
    print(f"{name} kurtosis: {kurtosis[name]:.3f} (no unit)")
    print(f"{name} rms slope: {r['s']:.5f} (no unit)")
    print(f"{name} greatest slope: {r['peak']:.5f} (no unit)")
    print(f"{name} greatest tilt: {np.degrees(np.arctan(r['peak'])):.2f} deg")
    print(f"{name} excess area, full: {100 * r['area']:.4f} %")
    print(f"{name} excess area, s^2/2: {50 * r['s'] ** 2:.4f} %")
    print(f"{name} critical flux angle: {r['critical']:.2f} deg")
    for angle, (fraction, depth) in r["shadows"].items():
        print(f"{name} shadow at {angle:.0f} deg: {100 * fraction:.2f} %,"
              f" depth {depth:.3f} nm")
    print(f"{name} slope over pixel: {r['pixel']:.5f} (no unit)")
    print(f"{name} layered roughness: {r['layered'][0]:.4f} nm")
    print(f"{name} layered pixel slope: {r['layered'][1]:.5f} (no unit)")
    print(f"{name} valley radius: {r['valley']:.2f} nm")
    print(f"{name} tip-image roughness: {r['tip'][0]:.4f} nm")
    print(f"{name} tip-image rms slope: {r['tip'][1]:.4f} (no unit)")
    print(f"{name} valley depth missed by tip: {r['tip'][2]:.4f} nm")
    print(f"{name} roughness in 1050 nm scan: {r['scan'].min():.4f}"
          f" to {r['scan'].max():.4f} nm")
    print(f"{name} roughness in 50 nm scan: {r['short'].min():.4f}"
          f" to {r['short'].max():.4f} nm")
print(f"cot of 75 deg flux angle: {cot_flux:.4f} (no unit)")
print(f"B azimuth limit at 75 deg: {azimuth_limit:.2f} deg")
print(f"pixel: {pixel:.1f} nm; tip radius: {tip_radius:.1f} nm")
print(f"pixel slope bound: {2 * roughness / pixel:.3f} (no unit)")
print(f"rough Pt lattice constant: {pt_lattice_rough:.2f} nm")
print(f"rough Pt (111) layer spacing: {layer:.3f} nm")
layered_ratio = results["B"]["layered"][1] / results["A"]["layered"][1]
print(f"layered pixel-slope ratio B/A: {layered_ratio:.3f} (no unit)")
print(f"B rms curvature: {b_curvature:.5f} 1/nm")
print(f"two-harmonic rms slope: {mix_slope:.5f} (no unit)")
print(f"two-harmonic rms curvature: {mix_curvature:.5f} 1/nm")
print("all assertions hold")
```

Running it gives:

```
rms roughness of both: 1.000 nm = 10.00 angstrom
amplitude of both: 1.414 nm
peak-to-valley height of both: 2.828 nm
slope ratio B/A: 10.000 (no unit)
A wavelength: 200.0 nm
A kurtosis: 1.500 (no unit)
A rms slope: 0.03142 (no unit)
A greatest slope: 0.04443 (no unit)
A greatest tilt: 2.54 deg
A excess area, full: 0.0493 %
A excess area, s^2/2: 0.0493 %
A critical flux angle: 87.46 deg
A shadow at 65 deg: 0.00 %, depth 0.000 nm
A shadow at 75 deg: 0.00 %, depth 0.000 nm
A shadow at 85 deg: 0.00 %, depth 0.000 nm
A slope over pixel: 0.03141 (no unit)
A layered roughness: 1.0021 nm
A layered pixel slope: 0.05643 (no unit)
A valley radius: 716.45 nm
A tip-image roughness: 1.0000 nm
A tip-image rms slope: 0.0314 (no unit)
A valley depth missed by tip: 0.0000 nm
A roughness in 1050 nm scan: 0.9847 to 1.0132 nm
A roughness in 50 nm scan: 0.1244 to 0.6028 nm
B wavelength: 20.0 nm
B kurtosis: 1.500 (no unit)
B rms slope: 0.31416 (no unit)
B greatest slope: 0.44429 (no unit)
B greatest tilt: 23.96 deg
B excess area, full: 4.7657 %
B excess area, s^2/2: 4.9348 %
B critical flux angle: 66.04 deg
B shadow at 65 deg: 0.00 %, depth 0.000 nm
B shadow at 75 deg: 45.63 %, depth 0.681 nm
B shadow at 85 deg: 73.06 %, depth 2.009 nm
B slope over pixel: 0.30902 (no unit)
B layered roughness: 1.0021 nm
B layered pixel slope: 0.31247 (no unit)
B valley radius: 7.16 nm
B tip-image roughness: 0.8234 nm
B tip-image rms slope: 0.3030 (no unit)
B valley depth missed by tip: 0.1435 nm
B roughness in 1050 nm scan: 1.0000 to 1.0000 nm
B roughness in 50 nm scan: 0.9837 to 1.0000 nm
cot of 75 deg flux angle: 0.2679 (no unit)
B azimuth limit at 75 deg: 52.91 deg
pixel: 2.0 nm; tip radius: 10.0 nm
pixel slope bound: 1.000 (no unit)
rough Pt lattice constant: 0.39 nm
rough Pt (111) layer spacing: 0.225 nm
layered pixel-slope ratio B/A: 5.538 (no unit)
B rms curvature: 0.09870 1/nm
two-harmonic rms slope: 0.31416 (no unit)
two-harmonic rms curvature: 0.12158 1/nm
all assertions hold
```
